# Does a straight square-root Tauc segment establish an optical gap?: a program that tests the result

```python
"""
Result under test: for absorption alpha = alpha_c*exp((E - E_c)/E_U), the
tangent to sqrt(alpha) at photon energy E_t meets zero at E_t - 2*E_U.
The intercept follows the fit window and is therefore not a gap.
E_U: Urbach energy; E_c: upper end of the exponential tail;
alpha_c: absorption at E_c; E_g: gap of the law alpha = B*(E - E_g)**2,
joined smoothly to the tail at E_c. Energies in eV, absorption in 1/cm.
For a fit window of width W, h = W/(4*E_U).
"""
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.optimize import brentq

urbach = 0.10
join_energy = 3.30
join_alpha = 1.0e4
thickness_nm = 200.0
thickness_cm = thickness_nm * 1e-7
width = 0.10
trans_error = 0.005
film_index, glass_index = 2.0, 1.5
temperature_rise = 50.0


def tail(energy, e_u=urbach):
    return join_alpha * np.exp((energy - join_energy) / e_u)


def tangent_intercept(curve, energy, step=1e-4):
    slope = (curve(energy + step) - curve(energy - step)) / (2 * step)
    return energy - curve(energy) / slope


nodes, weights = np.polynomial.legendre.leggauss(40)


def line_fit(curve, centre, span):
    """Continuous least-squares line: intercept, 1-R^2, slope, mid value."""
    x = 0.5 * span * nodes
    y = curve(centre + x)
    slope, middle = np.polyfit(x, y, 1, w=np.sqrt(weights))
    residual = y - middle - slope * x
    mean = np.sum(weights * y) / np.sum(weights)
    misfit = np.sum(weights * residual**2) / np.sum(weights * (y - mean)**2)
    return centre - middle / slope, misfit, slope, middle


def root_tail(energy):
    return np.sqrt(tail(energy))


# Tangent intercepts from numerical derivatives, without and with prefactor
for e_u in (0.05, 0.10, 0.15):
    for e_t in (2.9, 3.05, 3.25):
        plain = tangent_intercept(lambda x: np.sqrt(tail(x, e_u)), e_t)
        assert abs(plain - (e_t - 2 * e_u)) < 2e-6
        full = tangent_intercept(lambda x: np.sqrt(x * tail(x, e_u)), e_t)
        assert abs(full - (e_t - 2 * e_u * e_t / (e_t + e_u))) < 2e-6

# Constant residual absorption changes the tangent offset
residual_alpha = trans_error / thickness_cm
for extra in (residual_alpha, -residual_alpha):
    for e_t in (3.05, 3.25):
        found = tangent_intercept(lambda x: np.sqrt(tail(x) + extra), e_t)
        expected = e_t - 2 * urbach * (1 + extra / tail(e_t))
        assert abs(found - expected) < 2e-6

# Closed forms for the fitted line against direct weighted fits
for h in (0.25, 0.5, 1.0):
    found, misfit, _, _ = line_fit(root_tail, 3.0, 4 * urbach * h)
    moment = h * np.cosh(h) - np.sinh(h)
    factor = h**2 * np.sinh(h) / (3 * moment)
    variance = np.sinh(2 * h) / (2 * h) - (np.sinh(h) / h)**2
    r_squared = 3 * moment**2 / h**4 / variance
    assert abs(found - (3.0 - 2 * urbach * factor)) < 1e-9
    assert abs(misfit - (1 - r_squared)) < 1e-9

# Narrow-window limits: both corrections approach h^2/15
h_small = 0.01
found, misfit, _, _ = line_fit(root_tail, 3.0, 4 * urbach * h_small)
assert abs(misfit / h_small**2 * 15 - 1) < 1e-3
excess = (3.0 - found) / (2 * urbach) - 1
assert abs(excess / h_small**2 * 15 - 1) < 1e-3

# Smooth join: find where the quadratic law has the tail's log slope
gap = join_energy - 2 * urbach


def log_slope_difference(energy):
    step = 1e-5
    upper = 2 * np.log(energy + step - gap)
    lower = 2 * np.log(energy - step - gap)
    return (upper - lower) / (2 * step) - 1 / urbach


found_join = brentq(log_slope_difference, gap + 0.02, gap + 1.0)
assert abs(found_join - (gap + 2 * urbach)) < 1e-6
quadratic_factor = join_alpha / (join_energy - gap)**2


def film_alpha(energy):
    quadratic = quadratic_factor * (energy - gap)**2
    return np.where(energy < join_energy, tail(energy), quadratic)


def root_film(energy):
    return np.sqrt(film_alpha(energy))


print(f"Urbach energy: {urbach:.2f} eV")
print(f"Upper end of tail: {join_energy:.2f} eV")
print(f"Absorption there: {join_alpha:.0f} 1/cm")
print(f"Film thickness: {thickness_nm:.0f} nm")
print(f"Gap implied by smooth join: {gap:.2f} eV")
print(f"Quadratic-law factor B: {quadratic_factor:.3g} 1/(cm eV^2)")
print(f"Window width: {width:.2f} eV; h = {width / (4 * urbach):.3f}")
print(f"Assumed transmittance error: {100 * trans_error:.1f} %")

centres = (3.05, 3.15, 3.25)
intercepts, depth_misfits = [], []
for centre in centres:
    found, misfit, slope, middle = line_fit(root_film, centre, width)
    x = np.linspace(-width / 2, width / 2, 1001)
    alpha_line = (middle + slope * x)**2
    depth = thickness_cm * np.max(np.abs(alpha_line - tail(centre + x)))
    intercepts.append(found)
    depth_misfits.append(depth)
    print(f"Tail window centred at {centre:.2f} eV:")
    print(f"  absorption at centre: {tail(centre):.0f} 1/cm")
    tangent = tangent_intercept(root_film, centre)
    print(f"  tangent intercept: {tangent:.3f} eV")
    print(f"  fitted intercept: {found:.4f} eV, R^2 = {1 - misfit:.4f}")
    print(f"  largest optical-depth misfit: {depth:.5f}")
travel = intercepts[-1] - intercepts[0]
assert abs(travel - (centres[-1] - centres[0])) < 1e-9
assert depth_misfits[1] < trans_error < depth_misfits[2]
print(f"Intercept travel over tail windows: {travel:.3f} eV")

_, wide_misfit, _, _ = line_fit(root_film, 3.15, 2 * width)
print(f"R^2 for a {2 * width:.2f} eV tail window: {1 - wide_misfit:.4f}")

for centre in (3.40, 3.50, 3.60):
    found, misfit, _, _ = line_fit(root_film, centre, width)
    assert abs(found - gap) < 1e-9
    print(f"Control window {centre:.2f} eV: intercept {found:.4f} eV")

print("Neglected effects (shift of fitted intercept):")
for centre, plain in zip(centres, intercepts):
    full = line_fit(lambda x: np.sqrt(x * tail(x)), centre, width)[0]
    print(f"  prefactor, {centre:.2f} eV: {1e3 * (full - plain):+.1f} meV")

print(f"  residual absorption size: {residual_alpha:.0f} 1/cm")
for extra in (residual_alpha, -residual_alpha):
    shifted = [line_fit(lambda x: np.sqrt(tail(x) + extra), c, width)[0]
               for c in centres]
    shifts = [1e3 * (s - p) for s, p in zip(shifted, intercepts)]
    text = ", ".join(f"{s:+.1f}" for s in shifts)
    print(f"  residual {extra:+.0f} 1/cm: {text} meV")
    new_travel = shifted[-1] - shifted[0]
    assert new_travel > 0.1
    print(f"    intercept travel then: {new_travel:.3f} eV")

# Worst interference phase for a transparent film on glass
r_front = (1 - film_index) / (1 + film_index)
r_back = (film_index - glass_index) / (film_index + glass_index)
phase = np.exp(1j * np.linspace(0, 2 * np.pi, 721))
reflectance = np.abs((r_front + r_back * phase)
                     / (1 + r_front * r_back * phase))**2
worst = reflectance.max()
quarter_wave = ((glass_index - film_index**2)
                / (glass_index + film_index**2))**2
assert abs(worst - quarter_wave) < 1e-10
bare_glass = ((glass_index - 1) / (glass_index + 1))**2
false_alpha = -np.log((1 - worst) / (1 - bare_glass)) / thickness_cm
print(f"  film and glass indices: {film_index:.1f}, {glass_index:.1f}")
print(f"  worst film reflectance: {100 * worst:.1f} %")
print(f"  bare-glass reflectance: {100 * bare_glass:.1f} %")
print(f"  false absorption if uncorrected: {false_alpha:.0f} 1/cm")

urbach_rise = boltzmann * temperature_rise / charge
warm = tangent_intercept(
    lambda x: np.sqrt(tail(x, urbach + urbach_rise)), 3.15)
thermal_shift = warm - tangent_intercept(root_tail, 3.15)
print(f"  assumed E_U rise for {temperature_rise:.0f} K: "
      f"{1e3 * urbach_rise:.1f} meV")
print(f"  resulting tangent shift: {1e3 * thermal_shift:+.1f} meV")
print("success")
```

It prints:

```
Urbach energy: 0.10 eV
Upper end of tail: 3.30 eV
Absorption there: 10000 1/cm
Film thickness: 200 nm
Gap implied by smooth join: 3.10 eV
Quadratic-law factor B: 2.5e+05 1/(cm eV^2)
Window width: 0.10 eV; h = 0.250
Assumed transmittance error: 0.5 %
Tail window centred at 3.05 eV:
  absorption at centre: 821 1/cm
  tangent intercept: 2.850 eV
  fitted intercept: 2.8492 eV, R^2 = 0.9959
  largest optical-depth misfit: 0.00092
Tail window centred at 3.15 eV:
  absorption at centre: 2231 1/cm
  tangent intercept: 2.950 eV
  fitted intercept: 2.9492 eV, R^2 = 0.9959
  largest optical-depth misfit: 0.00250
Tail window centred at 3.25 eV:
  absorption at centre: 6065 1/cm
  tangent intercept: 3.050 eV
  fitted intercept: 3.0492 eV, R^2 = 0.9959
  largest optical-depth misfit: 0.00680
Intercept travel over tail windows: 0.200 eV
R^2 for a 0.20 eV tail window: 0.9837
Control window 3.40 eV: intercept 3.1000 eV
Control window 3.50 eV: intercept 3.1000 eV
Control window 3.60 eV: intercept 3.1000 eV
Neglected effects (shift of fitted intercept):
  prefactor, 3.05 eV: +6.3 meV
  prefactor, 3.15 eV: +6.1 meV
  prefactor, 3.25 eV: +5.9 meV
  residual absorption size: 250 1/cm
  residual +250 1/cm: -60.7, -22.4, -8.3 meV
    intercept travel then: 0.252 eV
  residual -250 1/cm: +62.0, +22.6, +8.3 meV
    intercept travel then: 0.146 eV
  film and glass indices: 2.0, 1.5
  worst film reflectance: 20.7 %
  bare-glass reflectance: 4.0 %
  false absorption if uncorrected: 9531 1/cm
  assumed E_U rise for 50 K: 4.3 meV
  resulting tangent shift: -8.6 meV
success
```
